# Field in a thin layer beneath polarized hafnia without interface charge

## Problem

A ferroelectric hafnia film, 9 nm thick, lies on a 1 nm dielectric layer. The two are enclosed by metal electrodes, with the top electrode 3 V above the bottom one. The relative permittivities are 30 for hafnia and 10 for the layer. The hafnia has a polarization of 0.2 C/m², or 20 µC/cm², pointing down towards the layer. There is no free charge at the interface between the two dielectrics. What is the electric field in the thin layer, and can the stack sustain it?

Take the downward direction as positive for fields and polarization. Subscripts $f$ and $i$ denote the ferroelectric and the interfacial layer; their thicknesses are $d_f$ and $d_i$, their relative permittivities $\varepsilon_f$ and $\varepsilon_i$. The polarization $P$ is the switchable part alone. The part that responds linearly to the field is contained in $\varepsilon_f$, so the displacements are

$$
D_f=\varepsilon_0\varepsilon_fE_f+P,\qquad D_i=\varepsilon_0\varepsilon_iE_i .
$$

All quantities are uniform in the plane, the dielectrics contain no space charge, and the electrodes are at first ideal metals. $P$ is held at its given value; whether the voltage can produce that value is a separate question, taken up below.

## First estimate by scaling

The polarization ends at the lower face of the hafnia and leaves a positive bound charge $P$ per area there. If the linear part of $D_f$ is small beside $P$, the layer must carry a displacement of about $P$:

$$
E_i\sim E_{\rm est}=\frac{P}{\varepsilon_0\varepsilon_i}.
$$

With $P/\varepsilon_0=22.59$ V/nm and $\varepsilon_i=10$, this gives 2.26 V/nm, or 22.6 MV/cm.

The neglected term can be sized in advance. The mean field in the stack is 3 V/10 nm = 0.3 V/nm. In these units $\varepsilon_0=0.2/22.588=0.008854$ C/m² per V/nm, so a hafnia field of that size would give a linear displacement of $0.008854\times30\times0.3\approx0.08$ C/m². This is 40% of $P$. The estimate therefore fixes the order of magnitude, with a possible error of some tens of percent. It contains neither the voltage nor the thicknesses, so it cannot show how they matter.

## Exact solution of the electrostatic model

Without free interface charge, the normal displacement is continuous, $D_f=D_i$:

$$
\varepsilon_0\varepsilon_fE_f+P=\varepsilon_0\varepsilon_iE_i
\quad\Longrightarrow\quad
E_f=\frac{\varepsilon_iE_i-P/\varepsilon_0}{\varepsilon_f}.
$$

The field points down when the potential falls downward, so the voltage of the top electrode relative to the bottom one is

$$
V=E_fd_f+E_id_i .
$$

Insert $E_f$ and multiply by $\varepsilon_f$:

$$
\varepsilon_fV=\varepsilon_id_fE_i-\frac{Pd_f}{\varepsilon_0}+\varepsilon_fd_iE_i .
$$

Collecting the terms in $E_i$ gives

$$
E_i=\frac{\varepsilon_fV+Pd_f/\varepsilon_0}{S},\qquad
S=\varepsilon_fd_i+\varepsilon_id_f .
$$

Here $S=30\times1+10\times9=120$ nm. The numerator is $90+203.29=293.29$ V, and

$$
E_i=\frac{293.29\ {\rm V}}{120\ {\rm nm}}=2.444\ {\rm V/nm}=24.4\ {\rm MV/cm}.
$$

The voltage alone contributes 7.5 MV/cm and the polarization 16.9 MV/cm. At fixed voltage, a change of 0.01 C/m² in $P$ moves the layer field by 0.85 MV/cm.

For the hafnia field, substitute $E_i$ into the expression for $E_f$:

$$
E_f=\frac{\varepsilon_i(\varepsilon_fV+Pd_f/\varepsilon_0)-SP/\varepsilon_0}{\varepsilon_fS}.
$$

Since $\varepsilon_id_f-S=-\varepsilon_fd_i$, a factor $\varepsilon_f$ cancels:

$$
E_f=\frac{\varepsilon_iV-Pd_i/\varepsilon_0}{S}
=\frac{30-22.588}{120}\ {\rm V/nm}=0.62\ {\rm MV/cm}.
$$

The layer takes 2.44 V and the hafnia 0.56 V, which add to 3 V. One tenth of the thickness thus carries about four fifths of the voltage.

## Comparison of the two

The exact field is 8% above the estimate, relative to the estimate. Continuity of $D$ gives the difference at once, and the formula for $E_f$ shows its dependence on voltage:

$$
E_i-E_{\rm est}=\frac{\varepsilon_f}{\varepsilon_i}E_f
=\frac{\varepsilon_f}{S}(V-V_0),\qquad
V_0=\frac{Pd_i}{\varepsilon_0\varepsilon_i}=2.26\ {\rm V}.
$$

At $V_0$ the hafnia field vanishes, the whole voltage lies across the layer, and the estimate is exact. The applied 3 V is close to $V_0$, which explains the good agreement. The linear displacement in the hafnia is then 0.016 C/m², well below the 0.08 C/m² allowed for in advance.

Two other cases, with the same stack and the same magnitude of $P$, show where the estimate fails:

| Voltage, direction of $P$ | Estimate (MV/cm) | Exact (MV/cm) |
|---|---:|---:|
| 3 V, down | 22.6 | 24.4 |
| 0 V, down | 22.6 | 16.9 |
| 3 V, up | −22.6 | −9.4 |

In the last case the voltage opposes the field of the bound charge. The hafnia field is 4.4 MV/cm, its linear displacement is about 0.12 C/m², and neglecting it beside 0.2 C/m² is a poor approximation.

The thickness limits are also instructive. If $d_f$ grows at fixed $V$ and $P$, the exact field tends to $P/(\varepsilon_0\varepsilon_i)$. If instead $d_i$ tends to zero, it tends to

$$
\frac{P}{\varepsilon_0\varepsilon_i}+\frac{\varepsilon_fV}{\varepsilon_id_f},
$$

which is 3.26 V/nm here. A thinner layer has a smaller voltage drop but not a smaller field. This is a continuum limit; a layer of atomic thickness need not have a well-defined bulk permittivity.

## Can this polarization be reached?

Consider a square hysteresis loop with a coercive field $E_c$ of roughly 1 MV/cm. In this model $P$ stays fixed while $|E_f|<E_c$, and it changes when the field reaches the appropriate threshold. A partly switched film is described by its average polarization, as if up and down domains were so narrow that all of them felt nearly the same field. This is a real restriction: in domains much wider than the film thickness, each region feels its own local field, and the partial switching found below need not occur.

Start with $P=-0.2$ C/m² and apply 3 V. The hafnia field of 4.4 MV/cm exceeds $E_c$, so switching begins. As $P$ rises, $E_f$ falls, and switching stalls when $E_f=E_c$:

$$
\varepsilon_iV-\frac{P_{\rm stall}d_i}{\varepsilon_0}=E_cS
\quad\Longrightarrow\quad
P_{\rm stall}=\frac{\varepsilon_0(\varepsilon_iV-E_cS)}{d_i}.
$$

With $E_c=0.1$ V/nm, the bracket is $30-12=18$ V, and $P_{\rm stall}=0.159$ C/m². The corresponding layer field is $(3-0.1\times9)/1=2.1$ V/nm, or 21 MV/cm. Three volts alone therefore do not produce the stated polarization from the reverse state in this model.

To reach $P=0.2$ C/m², the voltage must satisfy $\varepsilon_iV=E_cS+Pd_i/\varepsilon_0$. This gives $(12+22.588)/10=3.46$ V. The voltage may then be lowered to 3 V, because the resulting hafnia field of 0.62 MV/cm lies above $-E_c$ and does not switch the film back.

At zero voltage, however, full polarization would produce $E_f=-1.88$ MV/cm, beyond the coercive field. The film switches back until $E_f=-E_c$, leaving

$$
P=\frac{\varepsilon_0E_cS}{d_i}=0.106\ {\rm C/m^2}.
$$

Without interface charge, about half of the assumed polarization is retained in this averaged model.

## What the layer field implies

For an alumina-like layer, take a breakdown field of roughly 10 MV/cm, a value typical of thicker films. The calculated field is 2.4 times as large. Films near 1 nm can withstand higher fields, so this comparison is a warning and not a prediction of immediate breakdown. A second objection is leakage: the estimate below gives a large tunnel current, which can quickly charge the interface if the electrons are trapped there. The electrostatic answer is correct for its assumptions, but such a layer cannot be expected to work reliably in the state it describes.

Free charge at the interface changes the balance. For a sheet charge $s$ per area, Gauss's law gives $D_i-D_f=s$, hence

$$
\varepsilon_0\varepsilon_iE_i=\varepsilon_0\varepsilon_fE_f+P+s .
$$

In the elimination above, $P$ is then replaced by $P+s$:

$$
E_i=\frac{\varepsilon_fV+(P+s)d_f/\varepsilon_0}{S}.
$$

At fixed $V$ and $P$, changing the layer field to a target $E_t$ requires

$$
s=C(E_t-E_i),\qquad C=\frac{\varepsilon_0S}{d_f},
$$

where $E_i$ is the field at $s=0$. For $E_t=1$ V/nm,

$$
s=0.008854\times\frac{120}{9}\times(1-2.444)
=-0.17\ {\rm C/m^2}.
$$

This is 85% of $P$ in magnitude, or about one electron per nm². Complete compensation, $s=-P$, would leave the 7.5 MV/cm due to the voltage.

### A possible supply of charge

Electrons in the bottom electrode are driven upward by the downward field. Suppose the barrier from the metal Fermi level is 3 eV into the layer and 2 eV into the hafnia conduction band, both rough values. The layer drop of 2.44 V puts the hafnia band edge at $2-2.444=-0.444$ eV relative to that Fermi level. Electrons can then tunnel through the layer directly into the band.

At the Fermi level the barrier falls from 3 to 0.556 eV across the layer. With distance $x$ measured from the bottom electrode, $q$ the elementary charge and $m_t=0.4m_0$ a rough tunnelling mass, the semiclassical transmission is

$$
T=\exp\!\left[-\frac{2\sqrt{2m_t}}{\hbar}
\int_0^{d_i}\sqrt{\phi-qE_ix}\,dx\right],
$$

with $\phi=3$ eV. The integral is

$$
\frac{2}{3qE_i}\left[\phi^{3/2}-(\phi-qE_id_i)^{3/2}\right],
$$

and $T=2.1\times10^{-4}$. A numerical solution of the Schrödinger equation for the same barrier, with a metal band depth of 5 eV and a flat hafnia band, gives a transmission 3.6 times as large at the Fermi level; summed over energy, the current defined below comes out about 2.4 times as large. The semiclassical current is thus an order-of-magnitude estimate.

To obtain the current, sum over the metal's electron states, including two spins:

$$
J=2q\int\frac{d^3k}{(2\pi)^3}\,v_xT f .
$$

Here $f$ is the Fermi occupation. For free electrons, $v_xdk_x=dE/\hbar$, where $E$ is the energy of motion along $x$ measured from the Fermi level. The transverse states contribute $d^2k_\perp=(2\pi m_0/\hbar^2)dE_\perp$, and

$$
\int_0^\infty\frac{dE_\perp}{1+e^{(E+E_\perp)/k_BT_e}}
=k_BT_e\ln(1+e^{-E/k_BT_e}),
$$

where $T_e$ is the temperature. Therefore

$$
J=\frac{qm_0}{2\pi^2\hbar^3}\int_{E_b}^{\infty}
T(E)k_BT_e\ln(1+e^{-E/k_BT_e})\,dE,
$$

with $E_b$ the hafnia band edge. This assumes empty final states and a transmission that depends on $E$ alone. At 300 K it gives about $1.7\times10^5$ A/cm². The lower limit $E_b$ leaves out electrons slightly below the band edge, which can tunnel on through a wedge of the tilted hafnia band; counting them raises the current to about $2.0\times10^5$ A/cm². At 358 K, with polarization and barriers held fixed, the current is 1% larger. Conserving the transverse momentum, with the mass $0.4m_0$ in both dielectrics, would lower the current by a factor of about 2.5 and lengthen the charging time below by the same factor.

If every electron is trapped at the interface, $ds/dt=-J$ and $dE_i/dt=-J/C$. The time to lower the field from $E_i$ to $E_t$ is

$$
t=\int_{E_t}^{E_i}\frac{C}{J(E)}\,dE .
$$

Reaching 22 MV/cm requires −0.029 C/m² and takes about 35 ps in this estimate, or about 26 ps when the electrons below the band edge are counted. Less efficient trapping would lengthen the time. With ideal metal electrodes, the hafnia band edge at the interface rises to the Fermi level near 20 MV/cm. The current then falls steeply but does not stop. At fixed voltage the hafnia field has grown to about 0.11 V/nm, so the band tilts down away from the layer, and electrons can still tunnel through the layer and a short wedge of hafnia. In the semiclassical estimate this current drops by about four orders of magnitude between 20 and 15 MV/cm. Charging by this route therefore becomes much slower: even with every electron trapped at the interface, 15 MV/cm is reached after about a microsecond and 10 MV/cm after somewhat less than 0.1 s. The wedge is by then 3 to 4.5 nm long, and electrons that cross it emerge inside the hafnia, where the field draws them away from the interface, so complete trapping is a generous assumption; tunnelling into traps below the band edge is another possible route.

## Relation to a real capacitor

The numbers are in the regime of a titanium nitride/hafnium–zirconium oxide capacitor about 10 nm thick, with an alumina-like layer. The permittivities, the polarization and a coercive field near 1 MV/cm are rough typical values. The layer field of 24 MV/cm is far outside the usual range for a working dielectric. The assumption of zero interface charge is doubtful and has a large effect: replacing it by complete compensation lowers the calculated field from 24.4 to 7.5 MV/cm at the same voltage and polarization.

Real electrodes also screen over a finite distance. In a linear Thomas–Fermi metal with screening length $l$ and background permittivity 1, the surface field is $D/\varepsilon_0=\varepsilon_iE_i$ and decays exponentially, so each electrode takes a drop $l\varepsilon_iE_i$. The voltage equation becomes

$$
V=E_fd_f+E_id_i+2l\varepsilon_iE_i .
$$

After multiplication by $\varepsilon_f$, the new term adds $2l\varepsilon_i\varepsilon_f$ to $S$. For a rough $l=0.05$ nm, $S$ is replaced by 150 nm and the layer field falls by 20%, to 19.6 MV/cm. It is still about twice the assumed breakdown field. Nor does the lower field stop the tunnelling: the drop of 0.98 V inside the bottom electrode also lowers the barriers at its surface, which puts the hafnia band edge at the interface at $2-0.98-1.96\approx-0.93$ eV relative to the Fermi level, deeper than with ideal metals. The hafnia field becomes $(19.55-22.588)/30\approx-0.10$ V/nm, right at the coercive threshold, so even holding the full polarization at 3 V becomes marginal.

These results bear on wake-up, fatigue and breakdown in a limited way. They show that a large uncompensated polarization puts a severe field on a thin layer, and that trapped charge can relieve it. A conjecture consistent with this is that charge redistribution during cycling changes both the switchable polarization and the stress on the layer. The static calculation does not determine the rate of such changes, the creation of defects, or the number of cycles before failure. The numerical output below lists the values for the stack.

## Table of computed values

```
applied voltage: 3 V
hafnia thickness: 9 nm
layer thickness: 1 nm
hafnia permittivity: 30
layer permittivity: 10
polarization: 0.2 C/m2
polarization, converted: 20 uC/cm2
P/eps0: 22.588 V/nm
eps_f V: 90 V
P d_f/eps0: 203.29 V
eps_i V: 30 V
P d_i/eps0: 22.588 V
denominator: 120 nm
LAYER FIELD: 24.44 MV/cm
LAYER FIELD, converted: 2.444 V/nm
part from voltage: 7.5 MV/cm
part from polarization: 16.94 MV/cm
hafnia field: 0.6177 MV/cm
voltage across layer: 2.444 V
voltage across hafnia: 0.5559 V
displacement in layer: 0.2164 C/m2
linear part of D in hafnia: 0.01641 C/m2
layer field, P reversed: -9.441 MV/cm
hafnia field, P reversed: 4.382 MV/cm
hafnia field at 0 V, P held: -1.882 MV/cm
layer field change per 0.01 C/m2: 0.8471 MV/cm
rough breakdown field: 10 MV/cm
layer field / breakdown field: 2.444
interface charge to reach breakdown field: -0.1705 C/m2
that charge / P: 0.8524
electrons in that charge: 1.06 per nm2
rough coercive field: 1 MV/cm
P reached from reverse state at 3 V: 0.1594 C/m2
layer field at that P: 21 MV/cm
P left at 0 V: 0.1063 C/m2
voltage to reach full P: 3.459 V
rough screening length: 0.05 nm
layer field with screening: 19.55 MV/cm
change by screening: -20 %
rough barrier into layer: 3 eV
rough barrier into hafnia: 2 eV
rough tunnelling mass: 0.4 electron masses
rough metal band depth: 5 eV
hafnia band below Fermi level: 0.444 eV
WKB transmission at Fermi level: 0.00021
wave transmission / WKB: 3.6
room temperature: 300 K
tunnel current density, 300 K: 1.7e+05 A/cm2
hot temperature: 358 K
tunnel current ratio, hot/room: 1.01
target field for charging: 22 MV/cm
interface charge at target field: -0.0288 C/m2
time to target, all electrons trapped: 35 ps
```
